# The Parsons volcano for hydrogen exchange with Langmuir coverage

**The problem.** A metal electrode in acid exchanges hydrogen with the solution and the gas through three reversible steps, where * is an empty surface site and H* an adsorbed atom:

\[
\begin{aligned}
\text{Volmer:}&\quad \mathrm{H^+ + e^- + {*} \rightleftharpoons H^*},\\
\text{Heyrovsky:}&\quad \mathrm{H^* + H^+ + e^- \rightleftharpoons H_2 + {*}},\\
\text{Tafel:}&\quad \mathrm{2H^* \rightleftharpoons H_2 + 2\,{*}}.
\end{aligned}
\]

Metals differ in how strongly they bind hydrogen. Let \(\Delta G\) be the free energy of \(\tfrac12\mathrm{H_2}+{*}\to\mathrm{H^*}\) at the gas pressure of the cell, leaving out the entropy of distributing atoms over sites. Negative \(\Delta G\) means strong binding. The task is to find how the exchange current depends on \(\Delta G\), and where it is largest.

Temperature, pressure and pH are held fixed. Sites are equivalent, each holds at most one atom, and atoms on different sites do not interact until part (g). The overpotential \(\eta\) is measured from the reversible potential of the same solution and gas. Two dimensionless quantities are used throughout:

\[
g=\frac{\Delta G}{kT},\qquad u=-\frac{e\eta}{kT},
\]

so that \(u>0\) drives hydrogen evolution.

## (a) What is the equilibrium coverage?

*Find the fraction \(\theta\) of occupied sites at \(\eta=0\).*

**Solution.** Placing one atom from the gas on a given site costs \(\Delta G\). A surface of \(N\) sites with \(n\) atoms can be arranged in \(\binom Nn\) ways, so its statistical weight is \(\binom Nn K^n\) with \(K=e^{-g}\). The binomial theorem gives the sum of all weights,

\[
Z=\sum_{n=0}^{N}\binom Nn K^n=(1+K)^N .
\]

The operation \(K\,d/dK\) brings down a factor \(n\) in each term, so the mean number of atoms is \(K\,d\ln Z/dK=NK/(1+K)\). Hence

\[
\theta=\frac{K}{1+K},\qquad 1-\theta=\frac1{1+K},\qquad K=\frac{\theta}{1-\theta}.
\]

This is the Langmuir isotherm. It also holds in contact with the solution, because at the reversible potential a proton and an electron together have the free energy of \(\tfrac12\mathrm{H_2}\). Strong binding fills the surface, weak binding empties it, and \(\Delta G=0\) gives \(\theta=\tfrac12\).

## (b) How fast is each step at equilibrium?

*Assume that each forward barrier is \(G_0+a\,kT\,w\), where \(kT\,w\) is the reaction free energy of that step, \(0<a<1\), and the intrinsic barrier \(G_0\) may differ between steps but not between metals. Find the three exchange rates.*

**Solution.** An overpotential \(\eta\) raises the free energy of each electron by \(-e\eta=kT\,u\). The Volmer step consumes one electron and creates H\*. The Heyrovsky step consumes one electron and destroys H\*. The Tafel step destroys two H\* and no electron. Therefore

\[
w_V=g-u,\qquad w_H=-g-u,\qquad w_T=-2g .
\]

The reverse barrier is the forward barrier minus the reaction free energy, \(G_0-(1-a)kT\,w\). With a random arrangement of atoms, the forward and reverse rates are

\[
\begin{aligned}
V_\pm&:\quad k_V(1-\theta)e^{-aw_V},\quad k_V\,\theta\,e^{(1-a)w_V},\\
H_\pm&:\quad k_H\,\theta\,e^{-aw_H},\quad k_H(1-\theta)e^{(1-a)w_H},\\
T_\pm&:\quad k_T\,\theta^2e^{-aw_T},\quad k_T(1-\theta)^2e^{(1-a)w_T}.
\end{aligned}
\]

All rates are written as current densities: events per area and time, multiplied by \(e\). With \(N_s\) sites per area, transition-state theory gives each prefactor the form

\[
k_j=eN_s\frac{kT}{h}e^{-G_{0,j}/kT}.
\]

The number of neighbouring pairs per site in the Tafel step is absorbed in its \(G_0\).

Now set \(u=0\) and insert the coverage of part (a), using \(e^{-g}=K\):

\[
\begin{aligned}
V&=k_V\frac{1}{1+K}K^{a}=k_V\,\theta^{a}(1-\theta)^{1-a},\\
H&=k_H\frac{K}{1+K}K^{-a}=k_H\,\theta^{1-a}(1-\theta)^{a},\\
T&=k_T\frac{K^2}{(1+K)^2}K^{-2a}=k_T\left[\theta^{1-a}(1-\theta)^{a}\right]^2 .
\end{aligned}
\]

The reverse rates have the same values. For Volmer, for example, \(\theta e^{(1-a)g}=K\cdot K^{a-1}/(1+K)=K^a/(1+K)\). Each step is separately in balance.

## (c) Where does each exchange rate peak?

*Find the best coverage and free energy for each step, and treat \(a=\tfrac12\).*

**Solution.** Since \(d\ln(1+K)/d\ln K=K/(1+K)=\theta\),

\[
\frac{d\ln V}{d\ln K}=a-\theta,\qquad
\frac{d\ln H}{d\ln K}=1-a-\theta,\qquad
\frac{d\ln T}{d\ln K}=2(1-a-\theta).
\]

The coverage rises steadily with \(K\), so each derivative changes sign once, from plus to minus. Each rate has a single maximum. For Volmer it lies at

\[
\theta=a,\qquad \Delta G=-kT\ln K=-kT\ln\frac{a}{1-a},
\]

and for Heyrovsky and Tafel at \(\theta=1-a\), \(\Delta G=+kT\ln[a/(1-a)]\).

For symmetric kinetics, \(a=\tfrac12\), all three maxima fall at \(\Delta G=0\) and \(\theta=\tfrac12\). The rates then depend on binding through one quantity,

\[
s=\sqrt{\theta(1-\theta)}=\frac{\sqrt K}{1+K}=\frac{1}{2\cosh(\Delta G/2kT)},
\]

with \(V=k_Vs\), \(H=k_Hs\) and \(T=k_Ts^2\).

The Volmer step shows the competition. Stronger binding lowers its barrier by half the gain in free energy, but it also fills the sites on which new atoms must land. On the weak-binding side \(1-\theta\approx1\), and the barrier makes \(V\propto e^{-\Delta G/2kT}\). On the strong-binding side \(1-\theta\approx e^{-|\Delta G|/kT}\), while the barrier supplies \(e^{+|\Delta G|/2kT}\). The product is again \(e^{-|\Delta G|/2kT}\).

## (d) Does the complete mechanism peak there too?

*The steps share one coverage and run together. Define the overall exchange current density by \(i=i_{\rm ex}u\) for small \(u\). Find \(i_{\rm ex}\) and its maximum for \(a=\tfrac12\).*

**Solution.** A small drive shifts the coverage. Let \(x\) be the resulting change of \(\ln[\theta/(1-\theta)]\), whose equilibrium value is \(-g\). The logarithms of forward over reverse rate follow from part (b):

\[
\begin{aligned}
\ln\frac{V_+}{V_-}&=\ln\frac{1-\theta}{\theta}-w_V=(g-x)-(g-u)=u-x,\\
\ln\frac{H_+}{H_-}&=\ln\frac{\theta}{1-\theta}-w_H=(x-g)+(g+u)=u+x,\\
\ln\frac{T_+}{T_-}&=2\ln\frac{\theta}{1-\theta}-w_T=2(x-g)+2g=2x .
\end{aligned}
\]

When such a logarithm is small, the net rate is the exchange rate times the logarithm, to first order. In the steady state the atoms made by Volmer equal those removed by the other steps, two per Tafel event:

\[
V(u-x)=H(u+x)+2T(2x).
\]

Collecting \(x\) gives

\[
x=ru,\qquad r=\frac{V-H}{D},\qquad D=V+H+4T .
\]

Electrons pass in the Volmer and Heyrovsky steps, so

\[
i=V(u-x)+H(u+x)=u\left[V+H-\frac{(V-H)^2}{D}\right].
\]

Over the common denominator the numerator is \((V+H)^2+4T(V+H)-(V-H)^2\), and the difference of squares is \(4VH\). Hence

\[
i_{\rm ex}=\frac{4\left[VH+T(V+H)\right]}{V+H+4T}.
\]

Two limits help to read it. Without the Tafel step, \(i_{\rm ex}=4VH/(V+H)\), so the slower step controls the current. If Heyrovsky is very fast this becomes \(4V\). The fast step forces \(x=-u\), so Volmer feels a drive of \(2u\), and each Volmer event is accompanied by a second electron. Without the Heyrovsky step, \(i_{\rm ex}=4VT/(V+4T)\), which tends to \(V\) when Tafel is fast and to \(4T\) when Volmer is fast.

To locate the maximum, differentiate the bracketed form. Because \(D\) contains \(V\), \(H\) and \(4T\),

\[
\begin{aligned}
\frac{\partial i_{\rm ex}}{\partial V}&=1-2r+r^2=(1-r)^2,\\
\frac{\partial i_{\rm ex}}{\partial H}&=1+2r+r^2=(1+r)^2,\\
\frac{\partial i_{\rm ex}}{\partial T}&=4r^2 .
\end{aligned}
\]

Speeding up a step therefore never lowers the exchange current. With \(V=k_Vs\), \(H=k_Hs\), \(T=k_Ts^2\), the chain rule gives

\[
\frac{di_{\rm ex}}{ds}=(1-r)^2k_V+(1+r)^2k_H+8r^2k_Ts>0,
\]

since \(|V-H|<D\) makes \(|r|<1\). The exchange current rises with \(s\), and \(s\) has its single maximum at \(\Delta G=0\). Within this model, symmetric kinetics peaks at zero adsorption free energy whatever the three intrinsic barriers are.

## (e) How high and how sharp is the volcano?

*Take \(T=298.15\) K, \(N_s=1.5\times10^{15}\) cm\(^{-2}\), and intrinsic barriers of 0.70, 0.75 and 0.70 eV for Volmer, Heyrovsky and Tafel.*

**Solution.** Here \(kT=0.02569\) eV and \(eN_skT/h=1.493\times10^{12}\) mA/cm². The Volmer prefactor is

\[
k_V=1.493\times10^{12}\,e^{-0.70/0.02569}\ \text{mA/cm}^2=2.196\ \text{mA/cm}^2 .
\]

Likewise \(k_T=2.196\) and \(k_H=0.3136\) mA/cm². At \(\Delta G=0\), \(s=\tfrac12\), so \(V=k_V/2=1.098\), \(H=k_H/2=0.1568\) and \(T=k_T/4=0.5490\) mA/cm². Then

\[
i_{\rm ex}=\frac{4\,[1.098\times0.1568+0.5490\times1.2548]}{1.2548+2.196}
=0.998\ \text{mA/cm}^2 .
\]

Away from the top the values are the same for both signs of \(\Delta G\). In mA/cm²:

| \(\lvert\Delta G\rvert\) (eV) | \(V\) | \(T\) | \(i_{\rm ex}\) |
|---|---|---|---|
| 0 | 1.098 | 0.549 | 0.998 |
| 0.1 | 0.307 | 0.0430 | 0.219 |
| 0.2 | 0.0448 | 0.00091 | 0.0243 |
| 0.3 | 0.0064 | 0.000019 | 0.0032 |

An error of 0.1 eV in \(\Delta G\) at the top costs a factor of 4.6 in \(i_{\rm ex}\), and one of 0.3 eV a factor of about 300. In the tails \(V\) and \(H\) fall tenfold per \(2kT\ln10=0.118\) eV. The Tafel rate, being proportional to \(s^2\), needs half that energy, 0.059 eV. Tafel thus matters near the top and fades on the flanks: at 0.3 eV the Volmer–Heyrovsky formula alone gives 0.0032 mA/cm².

The Volmer rate is half its peak value where \(\cosh(\Delta G/2kT)=2\), so its full width at half height is \(4kT\,\mathrm{arccosh}\,2=0.135\) eV.

As a test of the linear-response formula, the nonlinear steady state was solved with a small drive of either sign. Its slope at \(\Delta G=0\) gives 0.998 mA/cm² as well, and its numerical maximum lies within \(10^{-4}\) eV of zero. The numerical output lists the full set of values.

## (f) Why should the slope be one half?

*Describe reactants and products by equal parabolas along a reaction coordinate \(q\), \(\lambda q^2\) and \(\lambda(q-1)^2+\Delta\), where \(\Delta\) is the reaction free energy. Find the barrier and its effect on the peak.*

**Solution.** The curves cross where

\[
\lambda q^2=\lambda q^2-2\lambda q+\lambda+\Delta
\quad\Rightarrow\quad q=\frac{\lambda+\Delta}{2\lambda}.
\]

The barrier is the height of the crossing above the reactant minimum:

\[
\lambda q^2=\frac{(\lambda+\Delta)^2}{4\lambda}
=\frac{\lambda}{4}+\frac{\Delta}{2}+\frac{\Delta^2}{4\lambda},\qquad |\Delta|<\lambda .
\]

The intrinsic barrier is \(\lambda/4\), and the slope at \(\Delta=0\) is one half because the two parabolas are equal. The last term is new. For Volmer at equilibrium \(\Delta=\Delta G\), so \(V\) acquires the factor \(e^{-\Delta G^2/(4\lambda kT)}\). This factor is even and largest at \(\Delta G=0\). The same holds for Heyrovsky (\(\Delta=-\Delta G\)) and Tafel (\(\Delta=-2\Delta G\)). All three rates still peak at zero, and by part (d) so does \(i_{\rm ex}\).

With \(\lambda=4\times0.70=2.80\) eV, the factor on \(V\) at \(|\Delta G|=0.3\) eV is

\[
\exp\left(-\frac{0.09}{4\times2.80\times0.02569}\right)=0.73 .
\]

Curvature steepens the flanks modestly and leaves the summit in place. Equal parabolas are an idealization: the bonds of hydrogen to water and to the metal differ in stiffness, and unequal parabolas give a slope other than one half at \(\Delta=0\). One half is therefore a reference value, and part (g) shows what a departure from it does.

## (g) What moves the peak?

*Consider unequal slopes, repulsion between adsorbed atoms, and operation under load.*

**Solution.** *Unequal slopes.* Let the Volmer slope be 0.6 and keep the other two at 0.5. By part (c), \(V\) now peaks at \(-0.02569\ln1.5=-0.0104\) eV, while \(H\) and \(T\) still peak at zero. Below \(-0.0104\) eV all three rates rise with \(\Delta G\), and above zero all three fall. The maximum of \(i_{\rm ex}\) must therefore lie between, and numerically it is at \(-0.005\) eV.

An intrinsic barrier that drifts linearly with binding, \(G_0\to G_0+c\,\Delta G\), acts on \(V\) like a change of slope from \(a\) to \(a+c\); if \(a+c\) leaves the interval from 0 to 1, \(V\) has no maximum at all. Irregular scatter has no such simple effect: lowering one barrier by 0.05 eV multiplies that step's rate by \(e^{0.05/0.02569}=7.0\).

*Repulsion.* In mean field, let the adsorption free energy per site be \(\Delta G_0\theta+\tfrac12R\theta^2\), again without the entropy of arrangement. Adding one more atom then costs its derivative, \(\Delta G_0+R\theta\), which replaces \(\Delta G\) in the isotherm and in the barriers:

\[
\frac{\theta}{1-\theta}=e^{-(\Delta G_0+R\theta)/kT}.
\]

With slope one half,

\[
V=k_V(1-\theta)\,e^{-(\Delta G_0+R\theta)/2kT}
=k_V(1-\theta)\sqrt{\frac{\theta}{1-\theta}}=k_V\sqrt{\theta(1-\theta)} .
\]

The peak stays at \(\theta=\tfrac12\) with the same height. There the exponent must vanish, so \(\Delta G_0=-R/2\). For a rough \(R=0.25\) eV the peak lies at \(\Delta G_0=-0.125\) eV. In this approximation, a volcano plotted against the free energy of the first adsorbed atom is displaced by this amount, whereas one plotted against the differential free energy \(\Delta G_0+R\theta\) at the working coverage is not. The average per adsorbed atom, \(\Delta G_0+\tfrac12R\theta\), is a different quantity: it equals \(-R/4\) at the peak. The loss in rate is milder than the shift suggests: at \(\Delta G_0=0\) the mean-field coverage is 0.166, and \(V\) is still 0.74 of its maximum.

Mean field assumes that the atoms stay randomly arranged, which requires a repulsion per neighbour well below \(kT\). Shared among six or four neighbours, \(R=0.25\) eV amounts to 0.04 or 0.06 eV each, more than \(kT\). The atoms then tend to avoid neighbouring sites. This lowers the peak, and where the layer can order at half coverage, as on a square lattice at this strength, it can turn the summit into a dip between two lower maxima. The mean-field numbers above are therefore illustrative only.

*Load.* The proof in part (d) concerns small \(u\). At \(\eta=-50\) mV, \(u=0.05/0.02569\approx1.9\) is not small. The nonlinear steady state of the example, with \(a=\tfrac12\), no repulsion and no build-up of dissolved H\(_2\), then has its largest current at \(\Delta G=+0.0135\) eV, where the current is 4% above that at \(\Delta G=0\).

## (h) What does "thermoneutral" mean for a computed energy or a real electrode?

*Find the adsorption enthalpy at the peak, and estimate how diffusion of dissolved hydrogen alters a measured exchange current.*

**Solution.** The peak condition is \(\Delta G=\Delta H-T\Delta S=0\), hence \(\Delta H=T\Delta S\). Adsorption removes half a gas molecule with its entropy. For H\(_2\) as an ideal gas of rigid rotors at 1 bar, \(\tfrac12TS=0.2014\) eV. An adsorbed atom with three vibrations at a rough 1000 cm\(^{-1}\) has \(TS=0.0036\) eV. Thus

\[
\Delta H=0.0036-0.2014=-0.198\ \text{eV}.
\]

The entropy of arrangement adds nothing here, because its contribution per added atom, \(-k\ln[\theta/(1-\theta)]\), vanishes at half coverage. The best surface is neutral in free energy but binds hydrogen exothermically by about 0.2 eV. An electronic adsorption energy from a first-principles calculation needs this entropy term, together with zero-point and thermal corrections, before it is placed on the volcano. No such energy has been computed here for any metal.

The barriers of the example were chosen to give an exchange current density near 1 mA/cm² at the peak, so its size is not a prediction for any metal. Among the effects sized here, repulsion treated in mean field moves the peak most, by 0.125 eV in the zero-coverage free energy. A metal-dependent intrinsic barrier can change the height strongly, by a factor of 7 in a step's rate per 0.05 eV.

Slow diffusion of dissolved H\(_2\) also hides part of the surface rate. A current \(i\) changes the activity of H\(_2\) at the surface to \(1+i/i_{\rm lim}\), and for small \(i\) its logarithm is \(\delta=i/i_{\rm lim}\). The drives of part (d) become \(u-x\), \(u+x-\delta\) and \(2x-\delta\). Writing \(u'=u-\delta/2\) and \(x'=x-\delta/2\) restores the old forms \(u'-x'\), \(u'+x'\) and \(2x'\). Hence \(i=i_{\rm ex}(u-\delta/2)\), or

\[
\frac{u}{i}=\frac1{i_{\rm ex}}+\frac1{2i_{\rm lim}} .
\]

Rough values for H\(_2\) in water are a diffusivity of \(5\times10^{-5}\) cm²/s and a solubility of \(8\times10^{-7}\) mol/cm³. With a 10 µm boundary layer they give \(i_{\rm lim}=7.7\) mA/cm². The apparent exchange current density at the peak is then 0.94 instead of 1.00 mA/cm², a loss of 6%. The loss grows with \(i_{\rm ex}\): the apparent value cannot exceed \(2i_{\rm lim}\approx15\) mA/cm², and a surface with \(i_{\rm ex}=100\) mA/cm² would read about 13. Diffusion therefore flattens the top of a measured volcano more than its flanks, and for fast electrodes it hides most of the surface rate.

As a design rule, aiming for \(\Delta G=0\) is justified near equilibrium, for barrier slopes close to one half and intrinsic barriers that vary little between the candidates, provided that \(\Delta G\) is the differential free energy of adding one atom at the working coverage, that repulsion is weak enough to leave the adsorbed atoms nearly randomly arranged, and that the surface offers one kind of site, free of oxide and other adsorbates.

## Values computed for the example and the checks

```
temperature: 298.15 K
thermal energy kT: 0.02569 eV
site density: 1.50e+15 1/cm2
attempt current density: 1.493e+12 mA/cm2
Volmer: intrinsic barrier 0.70 eV, prefactor 2.1959 mA/cm2
Heyrovsky: intrinsic barrier 0.75 eV, prefactor 0.3136 mA/cm2
Tafel: intrinsic barrier 0.70 eV, prefactor 2.1959 mA/cm2
columns: dG (eV), coverage, V, H, T, i_ex (mA/cm2)
-0.3  9.9999e-01  6.3986e-03  9.1393e-04  1.8645e-05  3.2403e-03
-0.2  9.9958e-01  4.4780e-02  6.3960e-03  9.1317e-04  2.4304e-02
-0.1  9.8001e-01  3.0738e-01  4.3903e-02  4.3025e-02  2.1864e-01
+0.0  5.0000e-01  1.0980e+00  1.5682e-01  5.4898e-01  9.9810e-01
+0.1  1.9993e-02  3.0738e-01  4.3903e-02  4.3025e-02  2.1864e-01
+0.2  4.1603e-04  4.4780e-02  6.3960e-03  9.1317e-04  2.4304e-02
+0.3  8.4908e-06  6.3986e-03  9.1393e-04  1.8645e-05  3.2403e-03
i_ex at dG = 0 from the nonlinear steady state: 0.9981 mA/cm2
numerical peak of i_ex, distance from zero below 1e-4 eV: True
tail of V and H, energy per decade: 0.1183 eV
tail of T, energy per decade: 0.0592 eV
full width of V at half height: 0.1353 eV
Volmer slope 0.6, peak of V: -0.0104 eV
Volmer slope 0.6, peak of i_ex: -0.0051 eV
parabola parameter lambda: 2.80 eV
barrier curvature, factor on V at 0.3 eV: 0.731
lateral repulsion at full coverage (rough): 0.25 eV
repulsion, peak in zero-coverage free energy: -0.125 eV
repulsion, coverage at zero-coverage free energy 0: 0.166
repulsion, V there relative to its peak: 0.744
barrier scatter of 0.05 eV, factor on a rate: 7.00
barrier-top and vibration wavenumber (rough): 1000 1/cm
tunnelling factor: 3.62
H2 diffusivity (rough): 5.0e-05 cm2/s
H2 solubility (rough): 8.0e-07 mol/cm3
boundary layer: 10 um
H2 diffusion-limited current density: 7.72 mA/cm2
apparent i_ex at dG = 0 with diffusion: 0.9375 mA/cm2
overpotential of the loaded case: -50 mV
best dG under load: 0.0135 eV
current at best dG relative to dG = 0 under load: 1.0411
H2 bond length (rough): 0.074 nm
half of T*S of H2 gas at 1 bar: 0.2014 eV
T*S of adsorbed H, three vibrations: 0.0036 eV
adsorption enthalpy when dG = 0: -0.1978 eV
```
